# The Levy–Perdew virial relation, its origin and the zero-force condition: a numerical check

The molecular numbers use the small basis STO-6G, so they illustrate the point and are not converged values.

```python
"""Virial relation for exchange and its dependence on the origin.

Result under test (hartree atomic units):
  E_x = -int n r.grad(v_x)  when v_x is the functional derivative of E_x;
  W(a) = -int n (r-a).grad(v) = W(0) + a.F,  F = int n grad(v).
F vanishes for a functional derivative, but not in general for LB94.
Symbols: n density, v potential, a origin, W virial number, F net force.
LB94 is used in exchange-only form: local exchange plus its gradient term.
Systems: hydrogen atom (exact density) and H3+ (RHF/STO-6G density).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import erf
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BETA = 0.05


def local_potential(n_spin, slope_spin):
    return -(6 * n_spin / np.pi) ** (1 / 3)


def lb94_potential(n_spin, slope_spin):
    x = slope_spin / n_spin ** (4 / 3)
    term = BETA * n_spin ** (1 / 3) * x**2 / (1 + 3 * BETA * x * np.arcsinh(x))
    return local_potential(n_spin, slope_spin) - term


# ---------- hydrogen: exact exchange, symbolic, for a scaled density ----------
r, s, lam = sp.symbols("r s lambda", positive=True)
n_sym = lam**3 * sp.exp(-2 * lam * r) / sp.pi
n_s = n_sym.subs(r, s)
v_hartree = (sp.integrate(4 * sp.pi * s**2 * n_s, (s, 0, r)) / r
             + sp.integrate(4 * sp.pi * s * n_s, (s, r, sp.oo)))
energy_sym = sp.simplify(sp.integrate(
    sp.expand(-2 * sp.pi * r**2 * n_sym * v_hartree), (r, 0, sp.oo)))
virial_sym = sp.simplify(sp.integrate(
    sp.expand(4 * sp.pi * r**3 * n_sym * sp.diff(v_hartree, r)), (r, 0, sp.oo)))
assert sp.simplify(energy_sym - lam * energy_sym.subs(lam, 1)) == 0
assert sp.simplify(energy_sym - virial_sym) == 0
exact_h = float(energy_sym.subs(lam, 1))

# ---------- hydrogen: local exchange and LB94 on a radial grid ----------
nodes, node_weights = np.polynomial.legendre.leggauss(400)
rad = 15 * (nodes + 1)
shell = 15 * node_weights * 4 * np.pi * rad**2


def exponential(k, radius):
    """Normalized density proportional to exp(-k r), and its derivative."""
    value = k**3 * np.exp(-k * radius) / (8 * np.pi)
    return value, -k * value


def hydrogen_potential(model, radius):
    value, slope = exponential(2, radius)
    return model(value, abs(slope))


n_h, dn_h = exponential(2, rad)
virial_h = {}
for name, model in (("local", local_potential), ("LB94", lb94_potential)):
    step = 1e-5
    dv = (hydrogen_potential(model, rad + step)
          - hydrogen_potential(model, rad - step)) / (2 * step)
    virial_h[name] = -np.sum(shell * n_h * rad * dv)
    by_parts_h = np.sum(shell * hydrogen_potential(model, rad)
                        * (3 * n_h + rad * dn_h))
    assert abs(virial_h[name] - by_parts_h) < 1e-6
local_energy_h = -0.75 * (6 / np.pi) ** (1 / 3) * np.sum(shell * n_h ** (4 / 3))
assert abs(virial_h["local"] - local_energy_h) < 1e-6

tail_shift = 1.5 * np.log(4 * np.pi ** (1 / 3))
tail_radius = 40.0
tail_v = hydrogen_potential(lb94_potential, tail_radius)
assert abs(-1 / tail_v - tail_radius - tail_shift) < 1e-5

# A functional derivative has a symmetric response to density changes.
changes = []
for k in (3, 4):
    value, slope = exponential(k, rad)
    changes.append((value - n_h, slope - dn_h))


def response(model, probe, change):
    eps = 1e-4
    plus = model(n_h + eps * change[0], abs(dn_h + eps * change[1]))
    minus = model(n_h - eps * change[0], abs(dn_h - eps * change[1]))
    return np.sum(shell * probe[0] * (plus - minus)) / (2 * eps)


pair_response = {}
for name, model in (("local", local_potential), ("LB94", lb94_potential)):
    pair_response[name] = (response(model, changes[0], changes[1]),
                           response(model, changes[1], changes[0]))
asymmetry = {name: p[0] - p[1] for name, p in pair_response.items()}
assert abs(asymmetry["local"]) < 1e-6
assert abs(asymmetry["LB94"]) > 1e-3


# ---------- H3+: density, potentials and quadrature ----------
class TriatomicIon:
    def __init__(self, base, height):
        atoms = [["H", (-base / 2, 0, 0)], ["H", (base / 2, 0, 0)],
                 ["H", (0, height, 0)]]
        mol = gto.M(atom=atoms, unit="Bohr", basis="sto-6g", charge=1,
                    spin=0, verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-12
        self.total_energy = mf.kernel()
        assert mf.converged
        dm = mf.make_rdm1()
        self.exchange = -0.25 * np.einsum("ij,ji", mf.get_k(mol, dm), dm)
        exps, centers, coefs = [], [], []
        for ib in range(mol.nbas):
            a = mol.bas_exp(ib)
            c = mol.bas_ctr_coeff(ib)[:, 0] * (2 * a / np.pi) ** 0.75
            exps.extend(a)
            coefs.extend(c * mf.mo_coeff[ib, 0])
            centers.extend([mol.bas_coord(ib)] * len(a))
        self.exps, self.coefs = np.array(exps), np.array(coefs)
        self.centers = np.array(centers)
        # one sign everywhere: the orbital has no node
        assert np.all(self.coefs * self.coefs[0] > 0)
        grid = dft.gen_grid.Grids(mol)
        grid.atom_grid = {"H": (60, 434)}
        grid.prune = None
        grid.build()
        points, weights = np.array(grid.coords), np.array(grid.weights)
        keep = self.density(points)[0] > 1e-12
        self.points, self.weights = points[keep], weights[keep]
        self.n, self.dn = self.density(self.points)

    def density(self, points):
        psi = np.zeros(len(points))
        dpsi = np.zeros((len(points), 3))
        for a, c, center in zip(self.exps, self.coefs, self.centers):
            d = points - center
            g = c * np.exp(-a * np.sum(d * d, axis=1))
            psi += g
            dpsi -= 2 * a * g[:, None] * d
        return 2 * psi**2, 4 * psi[:, None] * dpsi

    def exact_potential(self, points):
        """Minus half the Hartree potential, from Gaussian charge clouds."""
        v = np.zeros(len(points))
        for i in range(len(self.exps)):
            for j in range(i + 1):
                a, b = self.exps[i], self.exps[j]
                g = a + b
                center = (a * self.centers[i] + b * self.centers[j]) / g
                gap = np.sum((self.centers[i] - self.centers[j]) ** 2)
                charge = (2 * self.coefs[i] * self.coefs[j] * (1 + (i != j))
                          * np.exp(-a * b / g * gap) * (np.pi / g) ** 1.5)
                d = points - center
                dist = np.sqrt(np.maximum(np.sum(d * d, axis=1), 1e-16))
                v += charge * erf(np.sqrt(g) * dist) / dist
        return -0.5 * v

    def model_potential(self, model, points):
        n, dn = self.density(points)
        return model(n / 2, np.linalg.norm(dn, axis=1) / 2)

    def gradient(self, potential):
        step = 5e-4
        columns = []
        for axis in np.eye(3):
            columns.append((potential(self.points + step * axis)
                            - potential(self.points - step * axis)) / (2 * step))
        return np.array(columns).T

    def force(self, dv):
        return (self.weights * self.n) @ dv

    def virial(self, dv, origin):
        arm = self.points - origin
        return -np.sum(self.weights * self.n * np.sum(arm * dv, axis=1))

    def virial_by_parts(self, v, origin):
        arm = self.points - origin
        return np.sum(self.weights * v
                      * (3 * self.n + np.sum(arm * self.dn, axis=1)))


BASE, HEIGHT = 1.65, 2.5
TOL = 5e-5  # quadrature and finite-difference error, hartree or hartree/bohr
ion = TriatomicIon(BASE, HEIGHT)
electrons = np.sum(ion.weights * ion.n)
assert abs(electrons - 2) < TOL
local_energy = (-0.75 * (3 / np.pi) ** (1 / 3)
                * np.sum(ion.weights * ion.n ** (4 / 3)))
midpoint, apex = np.zeros(3), np.array([0.0, HEIGHT, 0.0])
potentials = {
    "exact": ion.exact_potential,
    "local": lambda p: ion.model_potential(local_potential, p),
    "LB94": lambda p: ion.model_potential(lb94_potential, p),
}
force, at_mid, at_apex = {}, {}, {}
for name, potential in potentials.items():
    dv = ion.gradient(potential)
    v = potential(ion.points)
    force[name] = ion.force(dv)
    at_mid[name] = ion.virial(dv, midpoint)
    at_apex[name] = ion.virial_by_parts(v, apex)
    assert np.max(abs(force[name] + (ion.weights * v) @ ion.dn)) < TOL
    # gradient form at one origin against by-parts form at the other
    predicted = at_mid[name] + apex @ force[name]
    assert abs(at_apex[name] - predicted) < 4 * TOL  # lever arm of 2.5 bohr

for name, energy in (("exact", ion.exchange), ("local", local_energy)):
    assert np.max(abs(force[name])) < TOL
    assert abs(at_mid[name] - energy) < 2 * TOL
    assert abs(at_apex[name] - energy) < 4 * TOL
assert abs(force["LB94"][1]) > 10 * TOL

# Equilateral control: symmetry removes the net force of LB94.
regular = TriatomicIon(BASE, BASE * np.sqrt(3) / 2)
v_regular = regular.model_potential(lb94_potential, regular.points)
force_regular = -(regular.weights * v_regular) @ regular.dn
assert np.max(abs(force_regular)) < TOL

# ---------- output ----------
print(f"H exact exchange energy = {exact_h:.6f} hartree")
print(f"H exact virial number = {float(virial_sym.subs(lam, 1)):.6f} hartree")
print(f"H local exchange energy = {local_energy_h:.6f} hartree")
print(f"H local virial number = {virial_h['local']:.6f} hartree")
print(f"H LB94 virial number = {virial_h['LB94']:.6f} hartree")
print(f"LB94 beta = {BETA:.2f} (dimensionless)")
print(f"H LB94 tail: radius = {tail_radius:.1f} bohr")
print(f"H LB94 tail: -r v = {-tail_radius * tail_v:.5f} hartree bohr")
print(f"H LB94 tail: -1/v - r = {-1 / tail_v - tail_radius:.5f} bohr")
print(f"H LB94 tail: predicted shift = {tail_shift:.5f} bohr")
for name in ("local", "LB94"):
    p = pair_response[name]
    print(f"H {name} response, order 1 = {p[0]:.6f} hartree")
    print(f"H {name} response, order 2 = {p[1]:.6f} hartree")
    print(f"H {name} response asymmetry = {asymmetry[name]:.2e} hartree")
print(f"H3+ base length = {BASE:.2f} bohr")
print(f"H3+ apex height = {HEIGHT:.2f} bohr")
print(f"H3+ RHF/STO-6G total energy = {ion.total_energy:.6f} hartree")
print(f"H3+ integrated density = {electrons:.6f} electrons")
print(f"H3+ exact exchange energy (integrals) = {ion.exchange:.5f} hartree")
print(f"H3+ local exchange energy = {local_energy:.5f} hartree")
for name in potentials:
    print(f"H3+ {name} W at base midpoint = {at_mid[name]:.5f} hartree")
    print(f"H3+ {name} W at apex nucleus = {at_apex[name]:.5f} hartree")
    print(f"H3+ {name} force F_y = {force[name][1]:.2e} hartree/bohr")
change = at_apex["LB94"] - at_mid["LB94"]
print(f"H3+ LB94 change of W = {change:.5f} hartree")
print(f"H3+ LB94 change of W = {change * HARTREE_EV:.3f} eV")
print(f"H3+ LB94 a.F = {apex @ force['LB94']:.5f} hartree")
print(f"Equilateral H3+ height = {BASE * np.sqrt(3) / 2:.4f} bohr")
print(f"Equilateral H3+ LB94 |F| = {np.linalg.norm(force_regular):.1e} hartree/bohr")
print("OK")
```

Output:

```
H exact exchange energy = -0.312500 hartree
H exact virial number = -0.312500 hartree
H local exchange energy = -0.268037 hartree
H local virial number = -0.268037 hartree
H LB94 virial number = -0.278930 hartree
LB94 beta = 0.05 (dimensionless)
H LB94 tail: radius = 40.0 bohr
H LB94 tail: -r v = 0.93783 hartree bohr
H LB94 tail: -1/v - r = 2.65181 bohr
H LB94 tail: predicted shift = 2.65181 bohr
H local response, order 1 = -0.121841 hartree
H local response, order 2 = -0.121841 hartree
H local response asymmetry = -1.80e-09 hartree
H LB94 response, order 1 = -0.271588 hartree
H LB94 response, order 2 = -0.198415 hartree
H LB94 response asymmetry = -7.32e-02 hartree
H3+ base length = 1.65 bohr
H3+ apex height = 2.50 bohr
H3+ RHF/STO-6G total energy = -1.208602 hartree
H3+ integrated density = 2.000000 electrons
H3+ exact exchange energy (integrals) = -0.56651 hartree
H3+ local exchange energy = -0.50128 hartree
H3+ exact W at base midpoint = -0.56651 hartree
H3+ exact W at apex nucleus = -0.56651 hartree
H3+ exact force F_y = -1.82e-09 hartree/bohr
H3+ local W at base midpoint = -0.50128 hartree
H3+ local W at apex nucleus = -0.50128 hartree
H3+ local force F_y = -2.24e-09 hartree/bohr
H3+ LB94 W at base midpoint = -0.40940 hartree
H3+ LB94 W at apex nucleus = -0.36630 hartree
H3+ LB94 force F_y = 1.72e-02 hartree/bohr
H3+ LB94 change of W = 0.04311 hartree
H3+ LB94 change of W = 1.173 eV
H3+ LB94 a.F = 0.04311 hartree
Equilateral H3+ height = 1.4289 bohr
Equilateral H3+ LB94 |F| = 8.0e-09 hartree/bohr
OK
```
